\section*{Gaussian Schell-model sources with the same far-field angular intensity}

\section{The source and its radiation}

\noindent\textbf{Q:} A fully coherent beam and a beam of poor coherence look like opposite cases. How could their far-field angular intensities have the same shape?

\noindent\textbf{A:} Let us calculate the pattern before deciding. Take a planar secondary source at $z=0$, radiating into $z>0$ at one angular frequency $\omega$. I use a scalar field $U$ and atomic units, so $\hbar=1$ and wavenumber equals momentum. The photon wavenumber is $k=\omega/c=\alpha\omega$, where $\alpha$ is the fine-structure constant.

With $\mathbf r$ a position in the source plane, the cross-spectral density is $W(\mathbf r_1,\mathbf r_2)=\langle U^*(\mathbf r_1)U(\mathbf r_2)\rangle$. The Gaussian Schell model sets
\begin{equation}
W=S_0\exp\!\left[-\frac{r_1^2+r_2^2}{4s^2}\right]
\exp\!\left[-\frac{|\mathbf r_1-\mathbf r_2|^2}{2d^2}\right].
\label{eq:W}
\end{equation}
At equal points this gives the intensity $S(\mathbf r)=S_0e^{-r^2/2s^2}$, so $s$ is its rms width along one axis. The second factor is the degree of coherence, with rms width $d$; full coherence means $d\to\infty$. Since $W$ is real and positive, the mean phase is flat.

\medskip
\noindent\textbf{Q:} How do you get from this plane to an angle without assuming small angles?

\noindent\textbf{A:} The Rayleigh--Sommerfeld integral gives the field at distance $R$ in direction $\mathbf n$:
\begin{equation}
U(R\mathbf n)=-\frac1{2\pi}\int U(\mathbf r)\,
\frac{\partial}{\partial z}\frac{e^{ikD}}{D}\,d^2r .
\end{equation}
Here $D$ is the distance from the source point to the observation point, whose height is $z=R\cos\theta$. The derivative is
\begin{equation}
\frac{\partial}{\partial z}\frac{e^{ikD}}{D}
=\frac zD\left(ik-\frac1D\right)\frac{e^{ikD}}D .
\end{equation}
Far away, $1/D$ is negligible beside $k$, and $z/D\to\cos\theta$. In the phase, $D\simeq R-\mathbf n_\perp\!\cdot\mathbf r$, where $\mathbf n_\perp$ is the part of $\mathbf n$ parallel to the source and $|\mathbf n_\perp|=\sin\theta$. Hence
\begin{equation}
U(R\mathbf n)\simeq-\frac{ik\cos\theta}{2\pi}\frac{e^{ikR}}R
\int U(\mathbf r)e^{-ik\mathbf n_\perp\cdot\mathbf r}\,d^2r .
\end{equation}
The radiant intensity is $J=R^2\langle|U|^2\rangle$. Multiplying the field by its conjugate and averaging gives
\begin{equation}
J(\theta)=\left(\frac{k\cos\theta}{2\pi}\right)^2
\iint W(\mathbf r_1,\mathbf r_2)
e^{ik\mathbf n_\perp\cdot(\mathbf r_1-\mathbf r_2)}\,d^2r_1d^2r_2 .
\label{eq:Jdef}
\end{equation}

\section{One width from two}

\noindent\textbf{Q:} The two widths sit in different exponentials. Why should they merge?

\noindent\textbf{A:} The phase in \eqref{eq:Jdef} depends on the separation alone. Put $\mathbf r_1=\boldsymbol\rho+\mathbf u/2$ and $\mathbf r_2=\boldsymbol\rho-\mathbf u/2$; the Jacobian has magnitude one. The cross terms cancel in
\begin{equation}
r_1^2+r_2^2=2\rho^2+\frac{u^2}{2}.
\end{equation}
Dividing by $4s^2$ and adding the coherence exponent,
\begin{align}
\frac{r_1^2+r_2^2}{4s^2}+\frac{u^2}{2d^2}
&=\frac{\rho^2}{2s^2}+\frac{u^2}{8s^2}+\frac{u^2}{2d^2}\notag\\
&=\frac{\rho^2}{2s^2}+\frac{b^2u^2}{2},
\qquad b^2=\frac1{4s^2}+\frac1{d^2}.
\label{eq:b}
\end{align}
The integral over $\boldsymbol\rho$ is $2\pi s^2$. For the other, set $\mathbf q=k\mathbf n_\perp$ and complete the square:
\begin{equation}
-\frac{b^2u^2}{2}+i\mathbf q\cdot\mathbf u
=-\frac{b^2}{2}\left(\mathbf u-\frac{i\mathbf q}{b^2}\right)^2-\frac{q^2}{2b^2}.
\end{equation}
Shifting the contour of this analytic, decaying Gaussian leaves its integral unchanged, so the result is $(2\pi/b^2)e^{-q^2/2b^2}$. Since $q=k\sin\theta$,
\begin{align}
J(\theta)&=\frac{k^2\cos^2\theta}{4\pi^2}\,S_0\,(2\pi s^2)
\frac{2\pi}{b^2}e^{-k^2\sin^2\theta/2b^2}\notag\\
&=\frac{Pk^2}{2\pi b^2}\cos^2\theta\,
e^{-k^2\sin^2\theta/2b^2},\qquad P=\int S\,d^2r=2\pi s^2S_0 .
\label{eq:J}
\end{align}
After division by $J(0)$, the source enters through $b$ alone. At equal $k$, equal $b$ therefore gives equal normalized patterns, whatever the separate values of $s$ and $d$. At equal $P$ the absolute patterns agree too.

\medskip
\noindent\textbf{Q:} Could two different values of $b$ still give the same curve?

\noindent\textbf{A:} No. Divide two normalized patterns and take the logarithm:
\begin{equation}
\ln\frac{J_1(\theta)/J_1(0)}{J_2(\theta)/J_2(0)}
=-\frac{k^2\sin^2\theta}{2}\left(\frac1{b_1^2}-\frac1{b_2^2}\right).
\end{equation}
At any angle strictly between $0$ and $90^\circ$ this vanishes only if $b_1=b_2$. The distinction becomes hard to measure when both $b$ are much larger than $k$: each exponential is then close to one, and both patterns approach $\cos^2\theta$.

\medskip
\noindent\textbf{Q:} Which sources belong to one value of $b$?

\noindent\textbf{A:} Because $1/d^2\ge0$, equation \eqref{eq:b} requires $s\ge1/(2b)$. Equality is the coherent member, $d=\infty$. Because $1/s^2>0$ for a finite source, $d>1/b$, and $d$ approaches $1/b$ as the source becomes very wide. Shrinking the source along the family must be paid for by better coherence.

\medskip
\noindent\textbf{Q:} That is algebra. What does the sum in $b^2$ mean physically?

\noindent\textbf{A:} It adds two independent momentum variances. Build the source from realizations
\begin{equation}
U(\mathbf r)=\sqrt{S_0}\,e^{-r^2/4s^2}e^{i\boldsymbol\kappa\cdot\mathbf r},
\end{equation}
where the random tilt $\boldsymbol\kappa$ is Gaussian with zero mean and variance $1/d^2$ per axis. Its average $\langle e^{-i\boldsymbol\kappa\cdot(\mathbf r_1-\mathbf r_2)}\rangle=e^{-|\mathbf r_1-\mathbf r_2|^2/2d^2}$ reproduces \eqref{eq:W}.

Without tilt, the transform of the envelope is proportional to $e^{-s^2q^2}$. Its squared modulus $e^{-2s^2q^2}$ has variance $1/(4s^2)$ per axis: this is diffraction from finite size. The tilt adds $1/d^2$. Thus $b$ is the rms transverse momentum per axis, and the angular intensity does not record which contribution supplied it. For $b\ll k$, the rms angle per axis is $b/k$.

\medskip
\noindent\textbf{Q:} Does the result survive outside small angles?

\noindent\textbf{A:} Within scalar theory, yes. I tested \eqref{eq:J} by summing the Rayleigh--Sommerfeld integral directly at $0$, $15$, $30$, $45$, $60$ and $70^\circ$. The distance was $10^4/k$. In units of $1/k$, the sources had $(s,d)=(3,2)$, $(1.5,2.4495)$ and $(0.9487,\infty)$, all with $b=0.52705\,k$. Each gave $J/J(0)=0.47822$ at $30^\circ$ and $0.06481$ at $60^\circ$. The largest relative deviation from the formula, absolute size included, was $7.8\times10^{-7}$. It is the residue of the finite distance and falls as $1/R^2$: at $10^3/k$ it is $7.8\times10^{-5}$. A mismatched source with $(s,d)=(3,4)$ differed from the common normalized pattern by up to $0.290$ at these angles.

At wide angles $P$ is not the radiated power. With $d^2q=k^2\cos\theta\,d\Omega$,
\begin{equation}
\int J\,d\Omega=\frac{P}{2\pi b^2}\int_{q<k}\cos\theta\,
e^{-q^2/2b^2}\,d^2q<P .
\end{equation}
Components with $q>k$ are evanescent. For $b\ll k$ the cutoff and the cosine hardly matter, and the integral approaches $P$.

\section{What the pattern does not reveal}

\noindent\textbf{Q:} Then has coherence lost its meaning?

\noindent\textbf{A:} No; the angular intensity is just one property of the field. Another is the effective number of modes. Along one axis, let $W$ be the corresponding factor of \eqref{eq:W} with unit peak, and define $M=(\operatorname{tr}W)^2/\operatorname{tr}W^2$. For $N$ equally occupied modes this gives $N$. With $X=(x_1+x_2)/2$ and $u=x_1-x_2$ along this axis,
\begin{align}
\operatorname{tr}W&=\int e^{-x^2/2s^2}dx=\sqrt{2\pi}\,s,\\
\operatorname{tr}W^2&=\int e^{-X^2/s^2}dX\int e^{-b^2u^2}du
=\frac{\pi s}{b},\\
M&=\frac{2\pi s^2}{\pi s/b}=2sb .
\end{align}
The coherent member has $M=1$. At fixed $b$, a wider source contains more modes.

\medskip
\noindent\textbf{Q:} Can I see that difference in the far field?

\noindent\textbf{A:} Yes, by interfering two directions. For transverse wavenumbers $q_1,q_2$ along one axis, define $\bar q=(q_1+q_2)/2$ and $\Delta=q_1-q_2$. The transform phase is $q_1x_1-q_2x_2=X\Delta+u\bar q$, so the two Gaussian integrals give
\begin{equation}
\widetilde W(q_1,q_2)\propto
e^{-s^2\Delta^2/2}e^{-\bar q^2/2b^2}.
\end{equation}
Normalize by $\sqrt{\widetilde W(q_1,q_1)\widetilde W(q_2,q_2)}$, which is proportional to $e^{-(q_1^2+q_2^2)/4b^2}$. Since $q_1^2+q_2^2=2\bar q^2+\Delta^2/2$, the $\bar q$ terms cancel:
\begin{equation}
|\mu_{\rm far}|=\exp\!\left[-\frac{\Delta^2}{2}
\left(s^2-\frac1{4b^2}\right)\right].
\end{equation}
The coherence width in transverse wavenumber is $q_c=(s^2-1/4b^2)^{-1/2}$. It is infinite for the coherent member and narrows as $s$ grows.

\section{An excimer beam and its coherent twin}

\noindent\textbf{Q:} Put numbers on it for lithography.

\noindent\textbf{A:} Take a model ArF excimer beam of realistic size. I set the wavelength to $193.4$~nm, $s$ to $2000\,\mu$m and $d$ to $100\,\mu$m, and treat these inputs as exact; the digits below serve to compare the model sources, not to describe a particular laser. The photon energy is $6.411$~eV and $k=32.488\,\mu\mathrm m^{-1}$. Then
\begin{equation}
b=\sqrt{\frac1{4(2000)^2}+\frac1{100^2}}\;\mu\mathrm m^{-1}
=0.0100031\,\mu\mathrm m^{-1},
\end{equation}
or $5.293\times10^{-7}$ atomic units. Coherence supplies nearly all of it. The coherent twin has
\begin{equation}
s=\frac1{2b}=49.98\,\mu\mathrm m=9.446\times10^5\ \text{bohr}.
\end{equation}
The common rms angle per axis is $b/k=0.3079$~mrad. A third member with $s=100\,\mu$m needs $d=115.42\,\mu$m.

The excimer beam has $M=2(2000)(0.0100031)\simeq40$ modes per axis; the third source has about two and the twin one. Their far-field coherence widths $q_c/k$ are $0.0154$~mrad, $0.3554$~mrad and infinity. At equal $P$ the twin must also have a source peak about $(2000/49.98)^2\simeq1600$ times higher, because $S_0=P/(2\pi s^2)$.

\medskip
\noindent\textbf{Q:} Would a camera ten metres away see equal spots?

\noindent\textbf{A:} No, because ten metres is not far enough for the excimer beam. Let the initial wavefront have radius $R_0$, positive when diverging. In the paraxial Fresnel integral along one axis, the phase for the pair $x_1,x_2$ is
\begin{align}
&-\frac{k(x_1^2-x_2^2)}{2R_0}
-\frac{k[(x-x_1)^2-(x-x_2)^2]}{2z}\notag\\
&\qquad=-\frac{kXu}{R_0}-\frac{k(Xu-xu)}z
=\frac{ku}{z}\left[x-X\left(1+\frac z{R_0}\right)\right],
\end{align}
because $x_1^2-x_2^2=2Xu$. Integrating over $u$ gives a Gaussian in the bracket with standard deviation $bz/k$. Integrating over $X$ convolves it with the scaled source, so variances add:
\begin{equation}
\sigma^2(z)=s^2\left(1+\frac z{R_0}\right)^2
+\left(\frac{bz}{k}\right)^2 .
\label{eq:sigma}
\end{equation}
For a flat wavefront the far zone requires $z\gg ks/b$. This distance is $6.50$~m for the excimer beam and $0.162$~m for its twin. At $10$~m their rms widths are $3.672$ and $3.079$~mm, so the excimer spot is 19\% wider.

\medskip
\noindent\textbf{Q:} Can the comparison be made on an optical table?

\noindent\textbf{A:} Yes, with an ideal thin lens of focal length $f$ at the source. It replaces $1/R_0$ by $1/R_0-1/f$. At $z=f$ the first bracket in \eqref{eq:sigma} becomes $f/R_0$, hence
\begin{equation}
\sigma(f)=f\sqrt{(s/R_0)^2+(b/k)^2}.
\end{equation}
With flat wavefronts and $f=1$~m, direct Fresnel sums gave $307.9\,\mu$m for all three sources, as $fb/k$ predicts.

Curvature spoils the match. For $R_0=20$~m the excimer beam acquires an extra $s/R_0=0.1$~mrad, and its rms angle rises to $\sqrt{0.3079^2+0.1^2}=0.3237$~mrad, about 5\% more. The twin stays at $0.3079$~mrad to the digits shown.

\section{How much rests on Gaussian shapes}

\noindent\textbf{Q:} Real excimer beams are not ideal Gaussians. Is the rule still useful?

\noindent\textbf{A:} It is useful as a model, but matching rms widths does not guarantee matching patterns. For other shapes along one axis, the small-angle pattern is the transform of
\begin{equation}
C(u)=\mu(u)\int\sqrt{S(X+u/2)S(X-u/2)}\,dX .
\end{equation}
If the source is much wider than $d$, the overlap integral changes little before $\mu$ has decayed. The coherence function then sets the core of the pattern; sharp edges in $S$ still add weak wings falling as $1/q^2$. For full coherence, $\mu=1$ and the intensity profile sets it.

The numbers follow this division. I replaced each Gaussian intensity by a flat top of equal rms width, holding $\mu$ fixed, and compared $J/J(0)$ for $0\le q\le4b$. The largest change was $0.0051$ for the excimer beam but $0.2257$ for the twin, on a scale where the axial value is one. This absolute measure hides the wings: at $q=4b$ the flat-top excimer pattern is $1.3\times10^{-3}$ against $3.4\times10^{-4}$ for the Gaussian, and its rms angle keeps growing with the angular range included. Keeping the excimer intensity Gaussian but using $\mu=e^{-\sqrt2|u|/d}$, which has the same rms width $d$, changed its pattern by up to $0.204$. That pattern is close to a Lorentzian, so $b/k$ is no longer its rms angle.

\medskip
\noindent\textbf{Q:} So where does the real lithography source stand?

\noindent\textbf{A:} Millimetre beam widths and divergences of order a milliradian are the right rough regime. The value of $d$ is an order-of-magnitude choice, and the round Gaussian is an idealization. Real beams can have unequal widths on their two axes; if intensity and coherence share the same principal axes, \eqref{eq:W} still factorizes and the Gaussian rule applies to each axis with its own $b$. Of the shape changes computed here, the coherence function matters most for the excimer beam: the exponential case moves the normalized intensity by up to $0.204$. A measured angular profile should therefore replace the Gaussian when its wings matter.

Two other corrections are small here. A Gaussian line of $0.4$~nm full width at half maximum, a rough free-running value, with $b$ held fixed across the line, raises the rms angle by a relative $3.9\times10^{-7}$. Lithography lasers are line-narrowed far below this width, so for them the effect is smaller still. The factor $\cos^2\theta$ removes $8.5\times10^{-7}$ of the intensity at three rms angles. Polarization, lens aberrations and pulse-to-pulse fluctuations are left out. An illuminator that reshapes the beam also changes the light reaching the resist, so equal source patterns alone do not establish equal exposure. The numerical output lists the values used here.

\section*{Computed values}
\begin{verbatim}
Wide-angle test, lengths in units of 1/k
b of all three sources = 0.52705 k
partly coherent: s=3.0000, d=2.0000, J(30deg)/J(0)=0.47822, J(60deg)/J(0)=0.06481
  largest relative error of the law = 7.8e-07
intermediate: s=1.5000, d=2.4495, J(30deg)/J(0)=0.47822, J(60deg)/J(0)=0.06481
  largest relative error of the law = 2.1e-07
fully coherent: s=0.9487, d=inf, J(30deg)/J(0)=0.47822, J(60deg)/J(0)=0.06481
  largest relative error of the law = 9.5e-08
control s=3, d=4: largest pattern difference = 0.290
ArF example
wavelength = 193.4 nm
photon energy = 6.411 eV
k = 32.488 1/um
laser: s = 2000 um, d = 100 um
b = 0.0100031 1/um = 5.2934e-07 atomic units
k = 1.71919e-03 atomic units
coherent twin: s = 49.984 um = 9.4457e+05 bohr
intermediate: s = 100 um, d = 115.42 um
common rms angle per axis = 0.3079 mrad
lens focal length = 1 m
laser: focal rms width = 307.902 um
intermediate: focal rms width = 307.902 um
coherent twin: focal rms width = 307.902 um
laser: modes per axis = 40.012
  far-field coherence width = 0.0154 mrad
intermediate: modes per axis = 2.001
  far-field coherence width = 0.3554 mrad
coherent twin: modes per axis = 1.000
  far-field degree of coherence = 1.000000
Neglected effects
beam path = 10 m
laser: k s/b = 6.4956 m, rms width after path = 3.6716 mm
coherent twin: k s/b = 0.1623 m, rms width after path = 3.0794 mm
wavefront radius = 20 m
laser: rms angle with curvature = 0.3237 mrad
coherent twin: rms angle with curvature = 0.3079 mrad
laser: flat-top intensity, largest change of J/J(0) = 0.0051
coherent twin: flat-top intensity, largest change of J/J(0) = 0.2257
laser: exponential coherence, largest change of J/J(0) = 0.204
linewidth (full width at half maximum) = 0.4 nm
relative change of rms angle by linewidth = 3.9e-07
obliquity loss at three rms angles = 8.5e-07
\end{verbatim}
